# Slab surface energies and the separate bulk energy

**Q:** I compute surface energies by subtracting a bulk energy from a slab energy. The bulk energy comes from its own calculation, converged as tightly as I can afford. Then I add layers until the surface energy stops changing. A thicker slab has a more bulk-like interior, so the result must converge. What could go wrong?

**A:** The interior does become bulk-like, but the question is which bulk energy it approaches. Let $E(N)$ be the energy of an $N$-layer slab per surface site, that is, for one column of $N$ sites running from face to face. Take two equal faces, and keep the geometry and the in-plane $k$ mesh the same for all $N$. If each added layer ends up in a bulk-like interior, then

$$E(N)=2\gamma+Ne+r(N),\qquad r(N)\to0 .$$

Here $\gamma$ is the surface energy per site of one face, $e$ is the bulk energy per site with the slab's own settings, and $r(N)$ is what remains of the coupling between the faces. Your estimate uses another bulk energy, $e_{\rm ref}$:

$$g(N)=\frac{E(N)-Ne_{\rm ref}}{2}
=\gamma+\frac N2\,(e-e_{\rm ref})+\frac{r(N)}2 .$$

The last term dies out. The middle term grows with every layer unless $e_{\rm ref}=e$. Your belief therefore holds for a matched reference and fails for any other.

**Q:** But my bulk energy is better converged than the slab. Surely a better number cannot do harm?

**A:** It can, because the formula asks for the difference $e-e_{\rm ref}$, not for the quality of $e_{\rm ref}$. A model in which every term can be calculated shows this.

Take independent electrons on a simple cubic lattice, with hopping $-t$ between nearest neighbours and site energies $+\Delta$ and $-\Delta$ alternating like a three-dimensional checkerboard. The band is half filled and each level holds two electrons. There is no relaxation and no ion–ion energy, so $\gamma$ is the electronic cost of cutting bonds in a rigid lattice. An $M\times M$ in-plane mesh with even $M$ is equivalent to a periodic supercell of $M\times M$ sites, which fits the checkerboard.

Write $H=T+\Delta S$, where $T$ is the hopping matrix and $S=\pm1$ labels the sublattices. Hopping always changes sublattice, so $TS=-ST$. If $T|\tau\rangle=\tau|\tau\rangle$, then $S|\tau\rangle$ has eigenvalue $-\tau$. For $\tau\ne0$ these two states span a space in which

$$H=\begin{pmatrix}\tau&\Delta\\ \Delta&-\tau\end{pmatrix},
\qquad \varepsilon=\pm\sqrt{\Delta^2+\tau^2}.$$

States with $\tau=0$ have $\varepsilon=\pm\Delta$. They are equally divided between the signs, because the total trace of $H$ is zero and the other pairs already cancel. Half filling thus occupies all the negative levels. A pair $\pm\tau$ contributes $-2\sqrt{\Delta^2+\tau^2}$ with spin, which is $-\sqrt{\Delta^2+\tau^2}$ for each eigenvalue of $T$.

**Q:** And the eigenvalues of $T$ for a slab?

**A:** In the plane the states are Bloch waves. Along the normal they are standing waves that vanish at the fictitious layers $0$ and $N+1$. Up to an overall sign, which the square removes, the eigenvalues are

$$x+2t\cos\theta_j,\quad x=2t(\cos k_x+\cos k_y),\quad
\theta_j=\frac{\pi j}{N+1},\quad j=1,\dots,N,$$

with $k_x,k_y$ in units of the inverse lattice constant. Define $F_x(\theta)=\sqrt{\Delta^2+(x+2t\cos\theta)^2}$ and let an overbar denote the average over the in-plane mesh. Then

$$E(N)=-\overline{\sum_{j=1}^{N}F_x(\theta_j)} .$$

To separate bulk from surface, extend the sum to $P=2(N+1)$ equally spaced points around the full circle. Since $F_x(\theta)=F_x(-\theta)$, each interior point occurs twice, while $0$ and $\pi$ occur once:

$$\sum_{j=1}^{N}F_x(\theta_j)=\frac12\sum_{j=0}^{P-1}F_x\!\left(\frac{2\pi j}{P}\right)-\frac{F_x(0)+F_x(\pi)}2 .$$

Now insert the Fourier series $F_x=\sum_m c_m e^{im\theta}$. A sum over $P$ equally spaced points keeps just those $m$ that are multiples of $P$. With $c_{-m}=c_m$ and $c_0=\langle F_x\rangle$, the average over $\theta$, half the full sum is

$$(N+1)\langle F_x\rangle+2(N+1)\sum_{l\ge1}c_{2l(N+1)} .$$

Putting this into $E(N)$ and collecting powers of $N$ gives

$$e=-\overline{\langle F_x\rangle},\qquad
2\gamma=\overline{\frac{F_x(0)+F_x(\pi)}2-\langle F_x\rangle},$$

$$r(N)=-2(N+1)\sum_{l\ge1}\overline{c_{2l(N+1)}} .$$

The surface energy is positive for $\Delta>0$, as a cutting energy should be. As a function of $u=\cos\theta$, $F_x$ is strictly convex, so between $u=-1$ and $u=1$ it lies below its chord. Since $\langle u\rangle=0$, the chord averages to $[F_x(0)+F_x(\pi)]/2$, which therefore exceeds $\langle F_x\rangle$.

**Q:** How fast does $r(N)$ vanish? If it is slow, I could mistake it for your drift.

**A:** In this model a gap makes it decay exponentially, at a rate that is high when $\Delta$ is comparable with $t$ and low when the gap is small. The decay of $c_m$ is set by the complex $\theta$ nearest the real axis at which the square root vanishes, $x+2t\cos\theta=\pm i\Delta$. Put $\theta=\alpha+i\kappa$ with $\kappa>0$. The imaginary part of $\cos\theta$ is $-\sin\alpha\sinh\kappa$, so

$$\sinh\kappa=\frac{\Delta}{2t\,|\sin\alpha|}\ \ge\ \frac{\Delta}{2t}.$$

Equality requires $\alpha=\pm\pi/2$, where the real part of $\cos\theta$ vanishes, and hence $x=0$. This is the slowest channel. A square-root branch point gives $c_m\sim m^{-3/2}e^{-\kappa m}$. With $m=2(N+1)$ and the prefactor $2(N+1)$, the remainder on a fixed mesh follows, at large $N$,

$$|r(N)|\sim (N+1)^{-1/2}e^{-2\kappa(N+1)},\qquad \sinh\kappa=\frac{\Delta}{2t}.$$

How soon this form sets in depends on the mesh: on $4\times4$ it is reached by about 12 layers, while on $8\times8$ neighbouring channels still mask it at 18 layers. A dense mesh mixes in many channels close to this one, which makes the power of $N+1$ steeper at ordinary thicknesses, about $-1.6$ instead of $-1/2$ on a $48\times48$ mesh. For $t=\Delta=0.05\,E_h$ the last relation gives $\kappa=0.481$ per layer. Diagonalized chains of 10 and 14 layers in that channel give $0.483$, once the square-root factor is taken out.

**Q:** Then show me the drift in numbers.

**A:** Keep those parameters, take a lattice constant $a=6$ bohr, and give the slab a deliberately coarse $4\times4$ mesh. The slab energies come from diagonalizing the real-space Hamiltonian; the full values are in the numerical output. The two bulk energies are

$$e=-0.116802\,E_h,\qquad e_{\rm ref}=-0.117314\,E_h$$

per site. The first has the slab's in-plane mesh and a dense mesh along the normal. The second is converged in all directions. The predicted drift is

$$\frac{e-e_{\rm ref}}2=\frac{0.000512}{2}\,E_h=2.56\times10^{-4}\,E_h\ \text{per layer}.$$

The estimates of $\gamma$, in $E_h$ per site, are:

| $N$ | converged reference | matched reference |
|---:|---:|---:|
| 2 | 0.00778 | 0.00726 |
| 8 | 0.00963 | 0.00758 |
| 16 | 0.01168 | 0.00758 |
| 24 | 0.01372 | 0.00758 |

At $N=24$ the drift term is $24\times2.56\times10^{-4}=0.00614\,E_h$, and $0.00758+0.00614=0.01372\,E_h$, as found. The better bulk energy has nearly doubled the surface energy. The thinnest slab looks best in that column for two reasons. Its drift is only $2\times2.56\times10^{-4}=0.00051\,E_h$, and its remainder, $r(2)/2=0.00726-0.00758=-0.00032\,E_h$ from the matched column, happens to cancel more than half of that. The closeness to $\gamma$ is a cancellation of errors, not convergence.

**Q:** So I should use the same $k$ mesh in the bulk calculation. Would a $4\times4\times4$ bulk mesh do?

**A:** Not here. It matches the slab in the plane, but the slab formula contains $\langle F_x\rangle$, the full average along the normal. Four points do not give that average accurately. The $4\times4\times4$ energy is $-0.116191\,E_h$ per site, so the drift is $-3.06\times10^{-4}\,E_h$ per layer. Since $0.00758/(3.06\times10^{-4})\approx24.8$, the estimate turns negative from 25 layers on. A matched reference needs the slab's in-plane mesh and a converged mesh along the normal.

The required accuracy also tightens with thickness. To keep the drift error in $\gamma$ below $\eta$, you need $|e-e_{\rm ref}|<2\eta/N$. With an $8\times8$ slab mesh the mismatch to the converged bulk is just $1.44\times10^{-5}\,E_h$. At 16 layers it still adds $8\times1.44\times10^{-5}=1.2\times10^{-4}\,E_h$, about 1.5% of the converged $\gamma$.

**Q:** I could avoid the bulk calculation altogether. The Fiorentini–Methfessel method fits a straight line to $E(N)$ and takes the bulk energy from the slope. Does that remove the mismatch completely?

**A:** It removes the term linear in $N$, for a reason you can read from the least-squares weights. For $n$ slabs with mean thickness $\bar N$ and $D=\sum(N-\bar N)^2$, the intercept is the mean energy minus $\bar N$ times the slope:

$$A=\sum_N w_N E(N),\qquad
w_N=\frac1n-\frac{\bar N(N-\bar N)}{D}.$$

Since $\sum(N-\bar N)=0$, we have $\sum w_N=1$. Since $\sum(N-\bar N)N=D$, we also have $\sum w_NN=\bar N-\bar N=0$. Inserting $E(N)=2\gamma+Ne+r(N)$ gives

$$\frac A2=\gamma+\frac12\sum_N w_N\,r(N).$$

The bulk energy has dropped out, and $e_{\rm ref}$ never entered. This does require one common $e$. If the mesh or the in-plane lattice constant changes from slab to slab, the energies do not belong to one straight line.

For $N=8,10,12,14,16$ the slope is $-0.116802\,E_h$, which agrees with the matched bulk energy to $1.0\times10^{-7}\,E_h$. The intercept is $0.0151576\,E_h$, so

$$\gamma_{\rm fit}=\frac{0.0151576}{2}\,E_h=0.007579\,E_h\ \text{per site}.$$

This differs from the closed formula on the same mesh by $-7\times10^{-7}\,E_h$. Most of that comes from the thinnest slab. Here $\bar N=12$ and $D=16+4+0+4+16=40$, so its weight is $w_8=\tfrac15+\tfrac{12\times4}{40}=1.4$. Thin slabs have the largest remainder and also receive a large weight, which is a good reason to leave them out.

**Q:** Then $0.007579\,E_h$ is the surface energy of the model?

**A:** It is the surface energy on a $4\times4$ mesh. The mesh-converged value is $0.007657\,E_h$, so the fit is 1.0% too low. Per area, dividing by $a^2=36$ bohr$^2$, the fit gives $2.105\times10^{-4}\,E_h/\text{bohr}^2$, or $0.328\ \mathrm{J/m^2}$, against a converged $0.331\ \mathrm{J/m^2}$.

Thicker slabs on that mesh do not repair this. The in-plane average appears in $\gamma$ as well as in $e$, and the fit removes just the part proportional to $N$. You have to refine the mesh: the formula gives $0.007653\,E_h$ for $8\times8$ and $0.007656\,E_h$ for $12\times12$.

**Q:** Is there any price for the fit, if my slabs are thick and the mesh is fine?

**A:** There is some amplification of noise. Suppose each slab energy has an independent random error of standard deviation $s$. The variance of $A$ is $s^2\sum w_N^2$. The cross term in the square vanishes because $\sum(N-\bar N)=0$, which leaves

$$\sigma_\gamma=\frac s2\sqrt{\frac1n+\frac{\bar N^2}{D}} .$$

For the window above the root is $\sqrt{0.2+144/40}=1.95$. With $s=10^{-5}\,E_h$ this gives $\sigma_\gamma=9.7\times10^{-6}\,E_h$, and random trials agree. A single slab with a noise-free matched bulk energy would have $s/2=5\times10^{-6}\,E_h$. A narrow window of thick slabs is worse, since $\bar N^2/D$ is then large.

**Q:** Your example has a gap. I mostly work on metals.

**A:** There the remainder can die out slowly, above all on a coarse in-plane mesh. Set $\Delta=0$ and keep the $4\times4$ mesh. Each cosine in $x$ is $1,0,-1$ or $0$, so $x=0$ has weight $6/16$, $x=\pm2t$ together $8/16$, and $x=\pm4t$ together $2/16$. For $x\neq0$, $x+2t\cos\theta_j$ keeps one sign. Because $\sum_j\cos\theta_j=0$, those channels contribute $N|x|$ to the sum, with neither a surface term nor a remainder.

The channel $x=0$ needs $\sum_j|\cos\theta_j|$. Let $y=\pi/[2(N+1)]$, so that $\theta_j=2jy$. The two halves of the sum are equal, and for odd $N$ the middle term is zero. With $J$ the integer part of $N/2$,

$$\sum_{j=1}^{N}|\cos\theta_j|=2\sum_{j=1}^{J}\cos(2jy)
=\frac{\sin[(2J+1)y]}{\sin y}-1 .$$

For even $N$, $(2J+1)y=\pi/2$ and the result is $1/\sin y-1$. For odd $N$, $(2J+1)y=\pi/2-y$ and it is $\cot y-1$. Use $1/\sin y\simeq1/y+y/6$ and $\cot y\simeq1/y-y/3$, and multiply by $-\tfrac38(2t)$. The part $1/y-1=2(N+1)/\pi-1$ supplies the bulk term of this channel and $2\gamma=\tfrac38(2t)(1-2/\pi)$. The rest is

$$r(N)\simeq\frac38(2t)\times
\begin{cases}
-\dfrac{\pi}{12(N+1)}, & N\ \text{even},\\[2mm]
+\dfrac{\pi}{6(N+1)}, & N\ \text{odd}.
\end{cases}$$

The exponential has become an inverse power. The sign alternates between even and odd $N$, as it also does in the insulator on this mesh, but now the alternation fades slowly and shows up as a quantum size effect. Diagonalization gives $r(31)=6.14\times10^{-4}\,E_h$ and $r(32)=-2.98\times10^{-4}\,E_h$, in line with these expressions.

**Q:** And the slope fit does not remove that?

**A:** No, since $1/(N+1)$ is not linear in $N$. For the slabs $N=16,24,32$, all of one parity, the fitted $\gamma$ is wrong by $-4.2\times10^{-4}\,E_h$, or 6% of the metal's $\gamma=0.00681\,E_h$ on this mesh. The window $8,12,16$ gives $-7.9\times10^{-4}\,E_h$, so doubling the thicknesses roughly halves the error. The 32-layer slab alone, with a matched bulk energy, is off by $-1.5\times10^{-4}\,E_h$, or 2%. The fit to $N=16,24,32$ is worse than this direct subtraction, because it extrapolates the curved remainder back to $N=0$.

These numbers belong to this model and this mesh. A slightly finer mesh need not help, but a dense in-plane mesh averages over many channels, whose remainders largely cancel. With $200\times200$ points $\gamma=0.00863\,E_h$, unchanged to these digits up to $800\times800$. The fit to $N=16,24,32$ is then off by only $-0.11\%$, which shifts to $-0.15\%$ on $400\times400$ and $800\times800$ meshes; the thinner window $8,12,16$ is still off by about $-0.55\%$. The $4\times4$ value of $\gamma$ is therefore 21% too low, a larger error than the one the fit adds. In this metal a dense in-plane mesh reduces both errors.

**Q:** Then how should I change my procedure?

**A:** Keep the slab settings fixed while $N$ varies, and fit the line. Also compute a bulk energy with the slab's in-plane mesh and a converged mesh along the normal, and compare it with the slope. If they disagree, look for a mismatch in settings or a remainder that has not died out. Drop the thinnest slab and see whether the intercept moves; in a metal, compute consecutive thicknesses too. The even–odd period above belongs to this half-filled model; in a real metal the period is set by the Fermi surface along the normal and need not be two layers. The model also leaves out relaxation, self-consistent charge transfer and unequal faces, each of which needs its own test. Then repeat with a finer in-plane mesh, because a perfectly straight line says nothing about the mesh error in its intercept.

## Computed results

```
hopping t = 0.050 Eh, Delta = 0.050 Eh
lattice constant a = 6.0 bohr; slab mesh 4 x 4
matched bulk energy e = -0.11680238 Eh/site
mesh-converged bulk energy = -0.11731442 Eh/site
bulk energy, 4x4x4 mesh = -0.11619127 Eh/site
drift, mesh-converged reference = 2.5602e-04 Eh/layer
drift, 4x4x4 reference = -3.0555e-04 Eh/layer
N, E(N), gamma with converged ref., gamma with matched ref. (Eh/site)
  2 -0.21907840 0.00777522 0.00726319
  4 -0.45210970 0.00857398 0.00754992
  8 -0.91926097 0.00962718 0.00757905
 10 -1.15286491 0.01013963 0.00757946
 12 -1.38646957 0.01065171 0.00757952
 14 -1.62007432 0.01116375 0.00757953
 16 -1.85367909 0.01167579 0.00757953
 24 -2.78809816 0.01372391 0.00757953
fit window N = 8 10 12 14 16
fit slope = -0.11680228 Eh/site
fit slope minus matched e = 1.01e-07 Eh/site
fit intercept = 0.01515762 Eh/site
gamma from fit = 0.00757881 Eh/site
gamma from formula, same mesh = 0.00757953 Eh/site
fit minus formula = -7.18e-07 Eh/site
gamma, mesh-converged = 0.00765655 Eh/site
mesh error left in fit = -7.774e-05 Eh/site
relative mesh error = -1.02 %
fit gamma/a^2 = 2.10523e-04 Eh/bohr^2
fit gamma/a^2 = 0.3278 J/m^2
converged gamma/a^2 = 2.12682e-04 Eh/bohr^2
converged gamma/a^2 = 0.3311 J/m^2
M, e(M) minus converged e (Eh/site), gamma(M) (Eh/site)
  4 5.120e-04 0.00757953
  8 1.442e-05 0.00765313
 12 6.832e-07 0.00765572
kappa: formula 0.48121, slabs 0.48274 per layer
noise per slab energy = 1.0e-05 Eh/site
noise of gamma: formula 9.747e-06 Eh/site
noise of gamma: trials 9.755e-06 Eh/site
metal: gamma = 0.00681338 Eh/site, same mesh
metal: r(31) = 6.1369e-04, leading law 6.1359e-04 Eh/site
metal: r(32) = -2.9758e-04, leading law -2.9750e-04 Eh/site
metal: gamma error, fit N=8,12,16: -7.924e-04 Eh/site
metal: gamma error, fit N=16,24,32: -4.218e-04 Eh/site
metal: gamma error, matched bulk N=32: -1.488e-04 Eh/site
```
